# Spin polarization and ferromagnetism of jellium in the Hartree-Fock approximation

## Problem

Electrons of density \(n\) move in a rigid, uniform background of positive charge that makes the system neutral. The density is given through the radius \(r_s\) of the sphere that holds one electron on average, \(n=3/(4\pi r_s^3)\). Hartree atomic units are used: energies are in hartree and lengths in bohr.

Take as trial states single determinants of plane waves at zero temperature. All spins are up or down along one common axis, and each spin species fills a sphere in \(\mathbf k\)-space. The remaining freedom is the polarization

\[
\zeta=\frac{n_\uparrow-n_\downarrow}{n},\qquad 0\le\zeta\le1 ,
\]

where negative values add nothing new, by symmetry.

(a) Derive the energy per electron \(e(r_s,\zeta)\).

(b) Find the polarization of lowest energy at each \(r_s\), and say whether it changes continuously.

(c) Find the spin susceptibility of the unpolarized state at the point where that state ceases to be lowest.

## A tempting solution

The kinetic energy per volume of one spin species scales as \(n_\sigma^{5/3}\). Exchange acts between equal spins and scales as \(n_\sigma^{4/3}\). Since \(n_\sigma=n(1\pm\zeta)/2\), the energy per electron must have the form

\[
e(r_s,\zeta)=\frac{A}{r_s^2}\,t(\zeta)-\frac{B}{r_s}\,x(\zeta), \tag{1}
\]

\[
t=\tfrac12\left[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}\right],\qquad
x=\tfrac12\left[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}\right].
\]

The constants belong to the unpolarized gas,

\[
A=\frac{3\alpha^2}{10},\qquad B=\frac{3\alpha}{4\pi},\qquad \alpha=\left(\frac{9\pi}{4}\right)^{1/3}. \tag{2}
\]

Odd powers of \(\zeta\) cancel. The binomial series gives \(t=1+\frac59\zeta^2+\dots\) and \(x=1+\frac29\zeta^2+\dots\), so that

\[
e(r_s,\zeta)=e(r_s,0)+\left(\frac{5A}{9r_s^2}-\frac{2B}{9r_s}\right)\zeta^2+\dots \tag{3}
\]

The bracket is positive at small \(r_s\) and vanishes at

\[
r_s=\frac{5A}{2B}=\frac52\cdot\frac{2\pi\alpha}{5}=\pi\alpha\approx6.03 .
\]

The tempting conclusion is that the gas is unpolarized below this value, that \(\zeta\) grows continuously from zero above it, and that the susceptibility diverges at the transition.

## Where it goes wrong

Equations (1) to (3) are correct; (1) and (2) are derived below. The fault is in the last inference. A positive coefficient of \(\zeta^2\) shows that the unpolarized state is lower than its near neighbours. It says nothing about states with large \(\zeta\).

Two checks at \(r_s=\pi\alpha\) expose the error. There \(A/r_s^2=\frac25B/r_s\), because \(A/B=2\pi\alpha/5\). First compare the unpolarized state with the saturated one, for which \(t(1)=2^{2/3}\) and \(x(1)=2^{1/3}\):

\[
\begin{aligned}
e(1)-e(0)&=\frac{B}{r_s}\left[\tfrac25(2^{2/3}-1)-(2^{1/3}-1)\right]\\
&=\frac{B}{r_s}(2^{1/3}-1)\left[\tfrac25(2^{1/3}+1)-1\right].
\end{aligned}
\]

The last bracket is about \(0.904-1\), which is negative. The saturated state is already lower at the supposed onset of magnetism, so the unpolarized state lost its place at some smaller \(r_s\).

Second, look at the next term of the series. The coefficient of \(\zeta^4\) in \(t\) is

\[
\frac{1}{4!}\cdot\frac53\cdot\frac23\cdot\left(-\frac13\right)\left(-\frac43\right)=\frac{5}{243},
\]

and in \(x\) it is

\[
\frac{1}{4!}\cdot\frac43\cdot\frac13\cdot\left(-\frac23\right)\left(-\frac53\right)=\frac{5}{243}.
\]

At \(r_s=\pi\alpha\) the quartic coefficient of the energy is therefore

\[
\frac{5}{243}\left(\frac25-1\right)\frac{B}{r_s}=-\frac{B}{81\,r_s}<0 .
\]

A continuous onset would need a positive quartic term to hold \(\zeta\) at a small value. Here the quartic term drives it further away. The energy has to be compared over the whole range of \(\zeta\).

## Right solution

### (a) The energy

**Fermi radii.** In a periodic box of volume \(V=L^3\) the allowed wave vectors have density \(V/(2\pi)^3\). A filled sphere of radius \(k_\sigma\) thus holds the density

\[
n_\sigma=\frac{1}{(2\pi)^3}\,\frac{4\pi}{3}k_\sigma^3=\frac{k_\sigma^3}{6\pi^2}.
\]

With \(n_\sigma=n(1\pm\zeta)/2\), the upper sign for spin up,

\[
k_\sigma=k_F(1\pm\zeta)^{1/3},\qquad k_F=(3\pi^2n)^{1/3}=\frac{\alpha}{r_s}.
\]

**Kinetic energy.** Per volume, one species has

\[
\int_{k<k_\sigma}\frac{d^3k}{(2\pi)^3}\,\frac{k^2}{2}
=\frac{4\pi}{8\pi^3}\cdot\frac12\cdot\frac{k_\sigma^5}{5}=\frac{k_\sigma^5}{20\pi^2}.
\]

Add both spins and divide by \(n=k_F^3/(3\pi^2)\):

\[
\frac{3\pi^2}{20\pi^2}\,k_F^2\left[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}\right]=\frac{3}{10}k_F^2\,t(\zeta)=\frac{A\,t(\zeta)}{r_s^2}.
\]

**Electrostatic energy.** The Hartree-Fock interaction is half the sum over pairs of orbitals of a direct minus an exchange integral. The two cancel for an orbital paired with itself, so these self-terms may be kept in both sums. The direct sum is then the classical energy of the electron density. That density is uniform, since \(|e^{i\mathbf k\cdot\mathbf r}|^2=1\), and the background neutralizes it at every point. The direct, background and electron-background energies add to zero, and exchange remains.

**Exchange energy.** The spin overlap makes the exchange integral vanish for opposite spins. For equal spins and \(\mathbf k\ne\mathbf k'\) it is the Fourier transform of the Coulomb potential. In the periodic box \(1/|\mathbf r-\mathbf r'|\) stands for the potential summed over periodic images, so that \(\mathbf r-\mathbf r'\) in effect runs over all space (the bare potential cut off at the walls of one box would give other values):

\[
\frac1{V^2}\iint d^3r\,d^3r'\,\frac{e^{-i(\mathbf k-\mathbf k')\cdot(\mathbf r-\mathbf r')}}{|\mathbf r-\mathbf r'|}=\frac{4\pi}{V|\mathbf k-\mathbf k'|^2}.
\]

Hence

\[
E_x=-\frac12\sum_\sigma\sum_{\mathbf k\neq\mathbf k'}^{\text{filled}}\frac{4\pi}{V|\mathbf k-\mathbf k'|^2}. \tag{4}
\]

The term \(\mathbf k=\mathbf k'\) would be the zero-wave-vector component of the periodic potential, which the neutralizing background removes. What (4) still omits is the energy of each electron with its own periodic images and their background, \(-1.42/L\) per electron in a cubic box. Replacing the sum by an integral near the singularity also makes an error of order \(1/L\): with \(q=|\mathbf k-\mathbf k'|\), a cell of width about \(2\pi/L\) contributes \(\int d^3q/q^2\propto\int dq\propto1/L\). Both vanish for a large system.

For one sphere of radius \(K\) we need

\[
I(K)=\iint_{k,k'<K}\frac{d^3k\,d^3k'}{|\mathbf k-\mathbf k'|^2}=\int d^3q\,\frac{\Omega(q)}{q^2}.
\]

Here \(\Omega(q)\) is the volume of those \(\mathbf k\) for which \(\mathbf k\) and \(\mathbf k+\mathbf q\) both lie in the sphere. It is the overlap of two spheres whose centres are a distance \(q<2K\) apart, which consists of two caps of height \(h=K-q/2\). One cap has volume \(\pi h^2(3K-h)/3\), so

\[
\begin{aligned}
\Omega(q)&=\frac{2\pi}{3}\left(K-\frac q2\right)^2\left(2K+\frac q2\right)\\
&=\frac{2\pi}{3}\left(2K^3-\frac32K^2q+\frac{q^3}{8}\right).
\end{aligned}
\]

The terms in \(Kq^2\) have cancelled. The factor \(q^2\) in \(d^3q=4\pi q^2dq\) removes the singularity:

\[
\begin{aligned}
I(K)&=4\pi\int_0^{2K}\Omega(q)\,dq\\
&=\frac{8\pi^2}{3}\left(4K^4-3K^4+\frac12K^4\right)=4\pi^2K^4 .
\end{aligned}
\]

Each sum in (4) becomes \(V/(2\pi)^3\) times an integral. The exchange energy per volume of one species is

\[
-\frac12\cdot\frac{4\pi}{(2\pi)^6}\cdot4\pi^2k_\sigma^4=-\frac{k_\sigma^4}{8\pi^3}.
\]

Adding both spins and dividing by \(n\) gives

\[
-\frac{3\pi^2}{8\pi^3}\,k_F\left[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}\right]=-\frac{3}{4\pi}k_F\,x(\zeta)=-\frac{B\,x(\zeta)}{r_s}.
\]

This completes (1) and (2).

The large-volume limit can be seen at work in (4) itself. For 17077 electrons of one spin in a box of side \(L\), the explicit sum gives \(-22.57/L\) per electron. Restoring the missing cell, computed as the difference between the integral and the lattice sum of \(1/q^2\), gives \(-23.99/L\). The continuum formula gives \(-23.96/L\), and the remaining difference is 0.1% of that value.

### (b) The lowest state

**The two ends.** The saturated and unpolarized states have equal energy when the kinetic cost equals the exchange gain:

\[
\frac{A}{r_s^2}(2^{2/3}-1)=\frac{B}{r_s}(2^{1/3}-1).
\]

Since \(2^{2/3}-1=(2^{1/3}-1)(2^{1/3}+1)\), a common factor drops out:

\[
r_s^*=\frac AB\,(1+2^{1/3})=\frac{2\pi\alpha}{5}(1+2^{1/3}). \tag{5}
\]

With \(A/B=2.4117\) this is \(2.4117\times2.2599=5.450\). The density there is \(1.475\times10^{-3}\) bohr\(^{-3}\), or \(9.95\times10^{21}\) cm\(^{-3}\).

**Partial polarization.** Equation (5) is the transition if no state with \(0<\zeta<1\) is lower than both ends. To decide this, use \(x\) instead of \(\zeta\) as the variable. The derivatives are

\[
t'=\tfrac56\left[(1+\zeta)^{2/3}-(1-\zeta)^{2/3}\right],\qquad
x'=\tfrac23\left[(1+\zeta)^{1/3}-(1-\zeta)^{1/3}\right].
\]

For \(\zeta>0\) we have \(x'>0\), so \(x\) rises steadily from 1 to \(2^{1/3}\) and labels the states uniquely. Write \(u=(1+\zeta)^{1/3}\) and \(v=(1-\zeta)^{1/3}\). Then \(u^2-v^2=(u-v)(u+v)\) gives

\[
\frac{dt}{dx}=\frac{t'}{x'}=\frac54\,(u+v). \tag{6}
\]

This slope falls as \(\zeta\) grows, because \(d(u+v)/d\zeta=\frac13(u^{-2}-v^{-2})<0\) when \(u>v\). At fixed \(r_s\),

\[
\frac{de}{dx}=\frac{A}{r_s^2}\,\frac{dt}{dx}-\frac{B}{r_s} \tag{7}
\]

therefore falls as well, and \(e\) is a strictly concave function of \(x\). Such a function lies above the chord joining its end points, so its minimum over the interval is at an end. Partial polarization is excluded at every density. The lowest state has \(\zeta=0\) for \(r_s<r_s^*\) and \(\zeta=1\) for \(r_s>r_s^*\).

The limits agree with this. At high density the kinetic energy, which grows as \(1/r_s^2\), favours two equal spheres. At low density exchange, which falls off as \(1/r_s\), outweighs it and favours one large sphere.

**Order of the transition.** The polarization jumps by its full range. The lowest energy is continuous in \(r_s\), but its slope is not. From (1), the slope of the saturated state minus that of the unpolarized state is

\[
-\frac{2A}{r_s^3}(2^{2/3}-1)+\frac{B}{r_s^2}(2^{1/3}-1).
\]

At \(r_s^*\) the equality of energies turns the second term into \(+A(2^{2/3}-1)/r_s^{*3}\), so the jump is

\[
\Delta\frac{de}{dr_s}=-\frac{A(2^{2/3}-1)}{r_s^{*3}}=-\frac{1.105\times0.5874}{5.450^3}=-0.0040\ \text{hartree/bohr}.
\]

The transition is of first order. The density does not jump, because the rigid background fixes it.

### (c) The susceptibility

Let a weak field add \(-b\zeta\) to the energy per electron. Equilibrium requires \(b=\partial e/\partial\zeta\), so the response of the unpolarized state is \(\chi=d\zeta/db=1/e''(0)\), with primes for derivatives with respect to \(\zeta\). From (3),

\[
e''(0)=\frac{10A}{9r_s^2}-\frac{4B}{9r_s}=\frac{10A}{9r_s^2}\left(1-\frac{2B}{5A}r_s\right).
\]

Without exchange the bracket would be 1. Calling that susceptibility \(\chi_P\), we find

\[
\frac{\chi_P}{\chi}=1-\frac{r_s}{\pi\alpha}. \tag{8}
\]

For \(r_s\to0\) exchange becomes unimportant and \(\chi\to\chi_P\). The divergence is at \(r_s=\pi\alpha=6.029\), beyond the transition. At \(r_s^*\),

\[
\frac{\chi_P}{\chi}=1-\frac25(1+2^{1/3})=0.0960,\qquad \frac{\chi}{\chi_P}=10.4 .
\]

The response is enhanced tenfold but finite. It is the response of the branch near \(\zeta=0\): at \(r_s^*\) the two ends are degenerate, so any weak field \(b>0\) already makes the saturated state the lowest. The value 6.03 found by the tempting solution is thus a real feature of the model: it is where the unpolarized state loses its local stability against a uniform change of \(\zeta\), after it has ceased to be lowest.

## Metastable states and the barrier

The field can also be read from the Fermi levels. Adding electrons of one spin at fixed volume costs, per electron,

\[
\begin{aligned}
\mu_\sigma&=\frac{d}{dn_\sigma}\left(\frac{k_\sigma^5}{20\pi^2}-\frac{k_\sigma^4}{8\pi^3}\right)\\
&=\left(\frac{k_\sigma^4}{4\pi^2}-\frac{k_\sigma^3}{2\pi^3}\right)\frac{2\pi^2}{k_\sigma^2}
=\frac{k_\sigma^2}{2}-\frac{k_\sigma}{\pi},
\end{aligned}
\]

where \(dn_\sigma=k_\sigma^2dk_\sigma/(2\pi^2)\) was used. Raising \(\zeta\) by \(d\zeta\) moves \(d\zeta/2\) of an electron, per electron present, from down to up. Hence \(\partial e/\partial\zeta=(\mu_\uparrow-\mu_\downarrow)/2\).

In the saturated state the down band is empty, so \(\mu_\downarrow=0\). The state is a local minimum if turning over a spin costs energy, that is, if \(\mu_\uparrow<0\). This requires \(k_\uparrow<2/\pi\), and with \(k_\uparrow=2^{1/3}\alpha/r_s\),

\[
r_s>\frac{2^{1/3}\pi\alpha}{2}=3.798 .
\]

Both states are thus local minima for \(3.80<r_s<6.03\), within the family of states considered here. The three special radii have a common reading. By (7), they are \(A/B\) times three slopes of the curve \(t(x)\): the slope at the saturated end, \(\frac54 2^{1/3}\); the slope of the chord, \(1+2^{1/3}\); and the slope at the unpolarized end, \(\frac52\). For a concave curve these slopes stand in increasing order, which is why the transition comes before the divergence.

Between the two minima lies a maximum, where \(de/dx=0\). At \(r_s^*\), equations (6) and (7) give

\[
s\equiv u+v=\tfrac45(1+2^{1/3})=1.8079 .
\]

Since \(u^3+v^3=2\) and \(u^3+v^3=s^3-3uv\,s\), the product is \(uv=(s^3-2)/(3s)=0.7208\). It also equals \((1-\zeta^2)^{1/3}\), so

\[
\zeta=\sqrt{1-0.7208^3}=0.791 .
\]

The energy there is 0.00073 hartree per electron above the two equal minima.

## Reading the numbers

At the transition, saturation raises the kinetic energy from 0.03720 to 0.05905 hartree per electron, a cost of 0.02185. Exchange goes from \(-0.08406\) to \(-0.10591\), a gain of 0.02185. Both totals are \(-0.04687\) hartree. The barrier is about 3% of either of the two changes that cancel.

Energies per electron in hartree on both sides of the transition are:

| \(r_s\) | \(\zeta=0\) | \(\zeta=0.5\) | \(\zeta=1\) |
|---|---|---|---|
| 3.0 | −0.0299 | −0.0214 | 0.0025 |
| 5.0 | −0.0474 | −0.0465 | −0.0453 |
| 5.7 | −0.0464 | −0.0462 | −0.0473 |
| 6.5 | −0.0443 | −0.0447 | −0.0473 |

The row \(r_s=5.7\) shows the error of the tempting solution in figures. Going from \(\zeta=0\) to \(0.5\) raises the energy, so a test near \(\zeta=0\) reports a stable unpolarized gas, yet the saturated state is lower by 0.0009 hartree. At \(r_s=6.5\), beyond the divergence, the energy falls all the way. The numerical output gives these energies to more digits, together with values of the special radii obtained by quadrature.

## What the result covers

The value 5.45 belongs to the trial states named in the problem. Determinants with spin-density waves or other broken symmetries were not admitted, and they can lie lower. At \(r_s=30\), for example, Gaussian orbitals localized on a bcc lattice give about \(-0.0207\) hartree per electron (neglecting their small overlap), against \(-0.0173\) for the saturated sphere. Equation (5) is therefore not the phase diagram of unrestricted Hartree-Fock theory.

Nor is it a prediction for the real electron gas. A single determinant keeps equal spins apart through antisymmetry but leaves opposite spins uncorrelated. One may therefore expect the missing correlation energy to be larger in the unpolarized state, which would favour that state and move the transition to lower density. Since the competing energies differ by about a millihartree per electron near \(r_s^*\), even a small correlation difference matters.

## Values computed for the example and the checks

```
alpha = 1.91916
A = 1.10495 hartree bohr^2
B = 0.45817 hartree bohr
A/B = 2.41169 bohr
t(1) = 1.58740, x(1) = 1.25992
Bloch transition, formula: rs = 5.4502 bohr
Bloch transition, quadrature: rs = 5.4502 bohr
susceptibility divergence, formula: rs = 6.0292 bohr
susceptibility divergence, levels: rs = 6.0292 bohr
saturated state locally stable above rs = 3.7982 bohr
same limit from levels: rs = 3.7982 bohr
density at transition = 1.4746e-03 bohr^-3
density at transition = 9.951e+21 cm^-3
energy per electron in hartree at zeta = 0, 0.5, 1:
  rs = 3.0 bohr: -0.029949, -0.021428, 0.002471
  rs = 5.0 bohr: -0.047435, -0.046455, -0.045290
  rs = 5.7 bohr: -0.046371, -0.046179, -0.047286
  rs = 6.5 bohr: -0.044334, -0.044681, -0.047293
at the transition:
  kinetic, zeta=0: 0.037198 hartree
  exchange, zeta=0: -0.084064 hartree
  kinetic, zeta=1: 0.059048 hartree
  exchange, zeta=1: -0.105914 hartree
  total, zeta=0: -0.046866 hartree
  total, zeta=1: -0.046866 hartree
  barrier position: zeta = 0.7909
  barrier height: 0.7282 millihartree per electron
  jump of de/drs: -0.004009 hartree/bohr
  chi_P/chi = 0.09603
  chi/chi_P = 10.413
box test: 17077 electrons of one spin, box length L
  exchange sum per electron: -22.567 hartree bohr / L
  with k=k' cell: -23.986 hartree bohr / L
  continuum formula: -23.963 hartree bohr / L
```
